# Fine structure of a 3-Sigma rotor and the O₂ microwave lines

## 1. Form fixed by symmetry

A diatomic molecule in a $^3\Sigma$ state has spin $S=1$ and no electronic orbital angular momentum along its axis. Its effective rotational Hamiltonian can be built from three vectors: the unit vector $\mathbf n$ along the axis, the rotational angular momentum $\mathbf N$, and the spin $\mathbf S$. Every term must be a scalar, and must be unchanged by time reversal and by inversion. Time reversal changes the signs of $\mathbf N$ and $\mathbf S$; inversion changes the sign of $\mathbf n$.

These rules exclude $\mathbf n\cdot\mathbf S$, but allow its square. They exclude $\mathbf S\cdot(\mathbf n\times\mathbf N)$, which is odd under inversion, but allow $\mathbf N\cdot\mathbf S$. For $S=1$, higher powers of a spin component reduce to the first and second powers. Keeping $N^2$ for the rotor and, in the spin-dependent part, terms of at most first order in $\mathbf N$, we have

$$H=B\mathbf N^2+\gamma\,\mathbf N\cdot\mathbf S+2\lambda\left[(\mathbf n\cdot\mathbf S)^2-\tfrac13\mathbf S^2\right].\tag{1}$$

Angular momenta are in units of $\hbar$, and $B,\gamma,\lambda$ are frequencies, given in GHz, the natural unit here. They are effective constants of one vibrational level. Centrifugal distortion, hyperfine structure and external fields are left out. Spin components refer to laboratory axes, so $\mathbf S$ commutes with $\mathbf n$ and $\mathbf N$, and $\mathbf J=\mathbf N+\mathbf S$ obeys the ordinary commutation rules. For a $\Sigma$ state the rotational functions are spherical harmonics $Y_{NM}(\mathbf n)$.

The scalar $H$ conserves $J$. The $\lambda$ term is even in $\mathbf n$, so it can connect $N$ with $N\pm2$, but not with $N\pm1$. Each $J\ge1$ therefore has one isolated state, $N=J$, and one pair, $N=J\pm1$. For $J=0$ there is a single state, $N=1$.

## 2. Origin of the spin-spin constant

For two electrons with separation $\mathbf r$ and $g=2$, the dipolar interaction in atomic units is

$$H_{\rm dip}=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right],$$

where $\alpha$ is the fine-structure constant. The spatial function of a triplet is antisymmetric and vanishes at $r=0$, so the contact term does not contribute. Axial symmetry gives

$$\left\langle\frac{r_ir_j}{r^5}\right\rangle=a\delta_{ij}+q\,n_in_j .$$

The trace gives $3a+q=\langle r^{-3}\rangle$. The axial component, with $z=\mathbf n\cdot\mathbf r$, gives $a+q=\langle z^2/r^5\rangle$. Hence $q=\tfrac12\langle(3z^2-r^2)/r^5\rangle$, and

$$\langle H_{\rm dip}\rangle=\alpha^2\left[(\langle r^{-3}\rangle-3a)\,\mathbf s_1\cdot\mathbf s_2-3q\,s_{1z}s_{2z}\right]
=-3\alpha^2q\left[s_{1z}s_{2z}-\tfrac13\mathbf s_1\cdot\mathbf s_2\right].$$

Since $s_{1z}^2=s_{2z}^2=\tfrac14$, squaring $S_z=s_{1z}+s_{2z}$ gives $s_{1z}s_{2z}=\tfrac12S_z^2-\tfrac14$. Likewise $\mathbf s_1\cdot\mathbf s_2=\tfrac12\mathbf S^2-\tfrac34$. The constants cancel, and the bracket equals $\tfrac12(S_z^2-\tfrac13\mathbf S^2)$. Comparison with (1) gives

$$\lambda_{\rm dip}=-\tfrac34\alpha^2q=\tfrac38\alpha^2\left\langle\frac{r^2-3z^2}{r^5}\right\rangle .\tag{2}$$

For a molecule with more electrons, the average must be taken over the appropriate spin-weighted pair density. As a scale, take two spins 2 bohr apart, with $\mathbf r$ perpendicular to the axis and averaged over all directions around it. They give $\lambda_{\rm dip}=16.4$ GHz. This is a value for one chosen distance and angle to the axis, not an estimate for O₂.

Spin-orbit coupling in second order also gives an operator on the triplet that is axial and even under time reversal. It must be a constant plus a multiple of $(\mathbf n\cdot\mathbf S)^2$. The line spectrum thus determines the sum of the two contributions to $\lambda$, not each separately. In O₂ the dipolar part is the smaller one. An uncorrelated estimate of (2) over the two $\pi^*$ electrons (restricted open-shell Hartree-Fock at 1.2075 Å) gives about 23 GHz, 22.6 in cc-pVDZ and 22.7 in 6-311G*, against a total of 59.5 GHz. Below, "spin-spin" names the form of the $\lambda$ term, not its physical origin.

## 3. Matrix elements

In the basis $|N,J,M\rangle$, squaring $\mathbf J=\mathbf N+\mathbf S$ gives

$$\mathbf N\cdot\mathbf S=\tfrac12[J(J+1)-N(N+1)-2]=
\begin{cases}J-1,&N=J-1\\-1,&N=J\\-(J+2),&N=J+1.\end{cases}$$

For the spin-spin term, write the spin-one state as a Cartesian vector field $\mathbf V(\mathbf n)$. The spin matrices $(S_k)_{ij}=-i\epsilon_{kij}$ act as $S_k\mathbf V=i\,\mathbf e_k\times\mathbf V$. Therefore

$$(\mathbf n\cdot\mathbf S)^2\mathbf V=-\mathbf n\times(\mathbf n\times\mathbf V)=\mathbf V-\mathbf n(\mathbf n\cdot\mathbf V).$$

So $1-(\mathbf n\cdot\mathbf S)^2$ projects on the part of the field along $\mathbf n$. If $\mathbf V$ has quantum numbers $J,M$, then $\mathbf n\cdot\mathbf V$ is a scalar function with the same numbers, that is, a multiple of $Y_{JM}$. At fixed $J,M$ the projector is thus $|L\rangle\langle L|$, with the normalized field $L=\mathbf nY_{JM}$.

Under $\mathbf n\to-\mathbf n$ this field has parity $(-1)^{J+1}$, so it contains $N=J\pm1$ and no $N=J$. Let the weights be $c^2$ on $N=J-1$ and $s^2$ on $N=J+1$. To find them, use $\mathbf N^2=-\nabla^2$ on the unit sphere:

$$\mathbf N^2(n_iY)=[J(J+1)+2]\,n_iY-2\nabla n_i\cdot\nabla Y .$$

Multiply by $n_iY^*$, sum over $i$ and integrate over the sphere. The last term vanishes because $\sum_in_i\nabla n_i=\tfrac12\nabla(\mathbf n^2)=0$. Hence

$$c^2J(J-1)+s^2(J+1)(J+2)=J(J+1)+2 .$$

With $c^2=1-s^2$ this becomes $s^2(4J+2)=2J+2$, so

$$c^2=\frac{J}{2J+1},\qquad s^2=\frac{J+1}{2J+1}.$$

Because $\mathbf S^2=2$, the spin-spin operator is $2\lambda(\tfrac13-|L\rangle\langle L|)$. It equals $2\lambda/3$ for $N=J$. For the pair, its diagonal elements are $2\lambda(\tfrac13-c^2)$ and $2\lambda(\tfrac13-s^2)$. The complete elements are

$$\begin{aligned}
E(N{=}J)&=BJ(J+1)-\gamma+\tfrac23\lambda,\\
H_{J-1}&=BJ(J-1)+\gamma(J-1)-\frac{2\lambda(J-1)}{3(2J+1)},\\
H_{J+1}&=B(J+1)(J+2)-\gamma(J+2)-\frac{2\lambda(J+2)}{3(2J+1)},\\
|W|&=2|\lambda|cs=\frac{2|\lambda|\sqrt{J(J+1)}}{2J+1}.
\end{aligned}\tag{3}$$

Here $H_{J\pm1}$ is the diagonal element for $N=J\pm1$, and $W$ couples the two. The sign of $W$ depends on the basis phases and does not affect the energies.

## 4. Energies and the special case J = 0

Let $b=B-\gamma/2$ and $m=2J+1$. The mean of the two diagonal elements is

$$C_J=B(J^2+J+1)-\tfrac32\gamma-\tfrac13\lambda,$$

and half their difference is

$$D_J=\tfrac12(H_{J+1}-H_{J-1})=mB-\tfrac12m\gamma-\frac{\lambda}{m}=mb-\frac{\lambda}{m}.$$

The $2\times2$ eigenvalues are $C_J\mp R_J$, with $R_J^2=D_J^2+W^2$. Since $4J(J+1)=m^2-1$,

$$R_J^2=m^2b^2-2\lambda b+\frac{\lambda^2}{m^2}+\frac{\lambda^2(m^2-1)}{m^2}
=m^2b^2-2\lambda b+\lambda^2.\tag{4}$$

For $J\ge1$ take $R_J>0$. When $D_J>0$, the lower level is mainly $N=J-1$ and the upper one mainly $N=J+1$. The condition $D_J>0$ means $\lambda<(2J+1)^2b$, but it only fixes which $N$ has the larger weight, $\tfrac12(1+D_J/R_J)$. That weight is close to one only when $|\lambda|\ll(2J+1)b$.

For $J=0$ there is no pair. The existing state is $N=J+1=1$, and (3) gives $E=2B-2\gamma-\tfrac43\lambda$. Writing this energy as $C_0+R_0$ requires

$$R_0=b-\lambda,\tag{5}$$

with its sign. If $\lambda>b$, as in O₂, $R_0$ is negative. In that case, code that takes a positive square root at $J=0$ returns the energy of a state that does not exist.

The labels lose their meaning once $\lambda$ passes roughly $(2J+1)b$, where $|W|$ overtakes $D_J$. The limit $\lambda\gg(2J+1)^2b$ shows what replaces them. Expanding (4) gives $R_J\approx\lambda-b$, and the pair tends to $-4\lambda/3$ and $+2\lambda/3$, apart from rotational terms. These are the spin-spin energies for axial spin projection zero and one. The spin is then tied to the axis, and $N$ no longer identifies the two levels of the pair. The isolated state keeps $N=J$ exactly.

## 5. Line frequencies

The magnetic dipole moment is taken as the spin moment, proportional to $\mathbf S$. It is a vector operator, so $|\Delta J|\le1$. It acts on spin alone, so $\Delta N=0$ between unmixed states. Each $N$ triplet then has two lines, both from its $J=N$ level:

$$\nu_+(N)=E(J{=}N)-E(J{=}N{+}1),\qquad
\nu_-(N)=E(J{=}N)-E(J{=}N{-}1).$$

For $\nu_+$, the second level is the lower root at $J=N+1$. The coefficient of $B$ is $N(N+1)-(N^2+3N+3)=-(2N+3)$. For $\nu_-$, the second level is the upper root at $J=N-1$, and the coefficient is $N(N+1)-(N^2-N+1)=2N-1$. In both cases the remaining constants are $\tfrac23\lambda+\tfrac13\lambda=\lambda$ and $-\gamma+\tfrac32\gamma=\tfrac12\gamma$. Thus

$$\begin{aligned}
\nu_+(N)&=\lambda+\tfrac12\gamma-(2N+3)B+R_{N+1},\\
\nu_-(N)&=\lambda+\tfrac12\gamma+(2N-1)B-R_{N-1}.
\end{aligned}\tag{6}$$

At large $N$ these expressions subtract nearly equal numbers. A better form for computation follows from $R_J^2-m^2b^2=-\lambda(2b-\lambda)$, which gives $R_J-mb=-\lambda(2b-\lambda)/(R_J+mb)$:

$$\begin{aligned}
\nu_+(N)&=\lambda-\gamma(N+1)-\frac{\lambda(2b-\lambda)}{R_{N+1}+(2N+3)b},\\
\nu_-(N)&=\lambda+\gamma N+\frac{\lambda(2b-\lambda)}{R_{N-1}+(2N-1)b}.
\end{aligned}\tag{7}$$

For $N=1$, $R_0+b=2b-\lambda$, and the second line reduces to

$$\nu_-(1)=2\lambda+\gamma.\tag{8}$$

Neither level of this line has a mixing partner: $J=1,N=1$ is isolated, and $J=0$ has one state. The $\nu_-(1)$ line of O₂, computed in Section 7, is therefore free of $N\leftrightarrow N+2$ mixing in this model. At $2b=\lambda$ the fraction in (7) becomes $0/0$ for this line; use (8) directly.

## 6. What mixing does to the band

If $W$ is omitted, subtraction of the diagonal elements gives

$$\nu_+^{(0)}=\frac{2\lambda(N+1)}{2N+3}-\gamma(N+1),\qquad
\nu_-^{(0)}=\frac{2\lambda N}{2N-1}+\gamma N .\tag{9}$$

The spin-spin parts can be written $\lambda-\lambda/(2N+3)$ and $\lambda+\lambda/(2N-1)$. For comparison, consider lines for which $R_J$ is close to $mb$. This leaves out $\nu_-(1)$, which (8) gives exactly. Replacing $R_J$ by $mb$ in the denominators of (7) gives

$$\begin{aligned}
\nu_+&\approx\lambda-\gamma(N+1)-\frac{K}{2N+3},\\
\nu_-&\approx\lambda+\gamma N+\frac{K}{2N-1},
\end{aligned}
\qquad K=\lambda\left(1-\frac{\lambda}{2b}\right).\tag{10}$$

The error falls as $N^{-3}$ at fixed constants. Mixing replaces the coefficient $\lambda$ by $K$. The physical cause is level repulsion. At large $J$ the coupling tends to $\lambda$ and the separation to $2mb$, so each level moves by $\lambda^2/(2mb)$. The $J=N+1$ level is pushed down, which raises $\nu_+$. The $J=N-1$ level is pushed up, which lowers $\nu_-$. For $0<\lambda<2b$, as in O₂, $0<K<\lambda$, so mixing shrinks the spin-spin offsets of the lines from $\lambda$, except that of $\nu_-(1)$, which it leaves unchanged. For $\gamma<0$, as in O₂, the $\gamma$ terms oppose these offsets. Mixing then brings a line closer to $\lambda$ only when the mean of its unmixed and mixed offsets exceeds its $\gamma$ term in size. With the constants of Section 7 this holds for $N\le7$ and for $\nu_-(9)$, and it gathers these lines into a band; $\nu_+(9)$ and the lines with $N\ge11$ are moved away from $\lambda$.

## 7. Worked example: O₂

The inputs are rounded empirical constants of the O₂ ground state: $B=43.1$, $\gamma=-0.25$ and $\lambda=59.5$ GHz. They are not computed from first principles. Decimals below follow from treating these inputs as given.

Nuclear symmetry selects odd $N$. Exchanging the two nuclei is the same as inverting all particles and then inverting the electrons back. For a $^3\Sigma_g^-$ state the first operation gives $-(-1)^N$ and the second gives $+1$. Spinless $^{16}$O nuclei are bosons with no nuclear-spin factor, so the product must be $+1$, and $N$ is odd.

For the $N=1$ triplet, $b=43.1+0.125=43.225$ GHz. The two unmixed levels are

$$\begin{aligned}
E(J{=}1)&=86.2+0.25+39.667=126.117\ \text{GHz},\\
E(J{=}0)&=86.2+0.5-79.333=7.367\ \text{GHz}.
\end{aligned}$$

Their difference is $\nu_-(1)=2(59.5)-0.25=118.75$ GHz, or $1.8048\times10^{-5}$ hartree. Here $R_0=-16.275$ GHz. The wrong, positive root would give 86.2 GHz.

The $J=2$ level mixes $N=1$ and $N=3$. Its block has

$$D_2=5(43.225)-\frac{59.5}{5}=204.225,\qquad
|W|=\frac{2(59.5)\sqrt6}{5}=58.298\ \text{GHz},$$

so $R_2=212.383$ GHz. With $C_2=301.7+0.375-19.833=282.242$ GHz, the lower root is $E(J{=}2)=69.859$ GHz. The line is

$$\nu_+(1)=126.117-69.859=56.258\ \text{GHz}.$$

Without mixing it would be 48.100 GHz. The difference is $R_2-D_2=8.158$ GHz, although the $N=3$ weight in the level is just $\tfrac12(1-D_2/R_2)=1.92\%$. The shift equals this weight times the separation $2R_2=424.8$ GHz of the pair, so a small weight goes with a sizeable shift. At fixed $\lambda$, a larger $B$ would reduce both the weight and the shift.

For odd $N$ from 1 to 15, all $\nu_+$ and $\nu_-$ lines except $\nu_-(1)$ lie between 56.26 and 62.94 GHz. They form the central part of the 60 GHz band, which lines of higher $N$ extend on both sides. Without mixing, $\nu_-(3)$ would be at 70.65 GHz instead of 62.49 GHz. In (10), the coefficient is $K=59.5(1-59.5/86.45)\approx18.5$ GHz, about 0.31 of its unmixed value.

The two branches cross. At $N=5$, $\nu_+=59.57$ and $\nu_-=60.32$ GHz; at $N=7$ they are 60.41 and 59.18 GHz. For $N\ge3$, (10) gives

$$\nu_+-\nu_-\approx-\gamma(2N+1)-K\left(\frac1{2N+3}+\frac1{2N-1}\right).$$

The first term is positive and grows with $N$, while the second shrinks in size. Their sum is about $-0.7$ GHz at $N=5$ and $+1.2$ GHz at $N=7$. Spin-rotation coupling thus spreads the band at high $N$, while residual spin-spin structure dominates the splitting at low $N$.

Mixing also opens transitions with $\Delta N=2$. From $(N,J)=(1,1)$, the $M=0$ matrix element of $S_z$ is 0.572 to $(1,2)$ and 0.080 to $(3,2)$. The squared ratio is about 0.02, which is the ratio of the $N=1$ weights in the two $J=2$ levels. The line to $(3,2)$ lies near 368.5 GHz. The ratio 0.02 compares squared matrix elements, not line intensities, which also depend on frequency and level populations.

## 8. Accuracy and checks

Changing each input by half a unit in its last digit, and adding the magnitudes of the resulting shifts, gives 0.11 GHz for $\nu_-(1)$, 0.07 GHz for $\nu_+(1)$ and 0.13 GHz for $\nu_+(15)$. These are estimates of the rounding error alone. The value found for $\nu_-(1)$ is no independent confirmation of the model, because it is just the combination $2\lambda+\gamma$ of empirical constants.

Precise line positions also need centrifugal terms. A term in $\mathbf N^4$ shifts the three unmixed levels of one $N$ equally and cancels from (9), though it changes the mixing gaps. A dependence of $\lambda$ or $\gamma$ on $\mathbf N^2$ does not cancel. Its effect grows with $N$, so (6) should not be extended to high $N$ at spectroscopic accuracy with fixed constants.

The energies were tested against diagonalization of (1) in products of spherical harmonics and spin states, with the $\mathbf n$ operators obtained by quadrature. The basis contained odd $N$ up to 17, which completes every block up to $J=16$. Levels agreed within $10^{-7}$ GHz for the O₂ constants and for a second set with negative $\lambda$. Separate tests covered (2), the longitudinal weights, the unmixed lines, the selection rules and the cubic fall of the error in (10). The numerical output lists $\nu_+$ and $\nu_-$ for odd $N$ up to 15.

## Table of computed values

```
Inputs: rounded empirical O2 constants
B = 43.1 GHz, gamma = -0.25 GHz, lambda = 59.5 GHz
b = B - gamma/2 = 43.225 GHz
Levels of the N = 1 triplet
  E(N=1, J=0) = 7.367 GHz
  E(N=1, J=1) = 126.117 GHz
  E(N=1, J=2) = 69.859 GHz
R_0 (signed) = -16.275 GHz
R_2 = 212.383 GHz
J=2 block: half gap = 204.225 GHz
J=2 block: coupling = 58.298 GHz
N=3 weight in level (N=1, J=2) = 1.92 percent
Lines in GHz: with mixing, then without mixing
  N   nu_plus  nu_minus | nu_plus  nu_minus
  1    56.258  118.750 |   48.100  118.750
  3    58.434   62.492 |   53.889   70.650
  5    59.571   60.316 |   56.423   64.861
  7    60.408   59.179 |   58.000   62.327
  9    61.116   58.342 |   59.167   60.750
 11    61.758   57.634 |   60.120   59.583
 13    62.360   56.992 |   60.948   58.630
 15    62.938   56.390 |   61.697   57.802
Band without nu_minus(1): 56.258 to 62.938 GHz
nu_minus(1) = 2 lambda + gamma = 118.750 GHz
nu_minus(1) = 1.80480e-05 hartree
nu_minus(1) from false positive root = 86.200 GHz
Large-N form: nu_plus(15) = 62.9379 GHz
Large-N form: nu_minus(15) = 56.3896 GHz
Largest line shift from rounding of the inputs
  nu_minus(1): 0.105 GHz
  nu_plus(1): 0.073 GHz
  nu_plus(15): 0.132 GHz
Dipole element of S_z at M=0, from (N=1, J=1)
  to (N=1, J=2): 0.5718 (units of hbar)
  to (N=3, J=2): 0.0800 (units of hbar)
  frequency of the N=1 to N=3 line: 368.51 GHz
Dipolar lambda, two spins 2 bohr apart, perpendicular to axis:
  16.42 GHz
```
